# The two-dimensional Thomas-Fermi screening length of electrons in GaAs: test program

```python
# Result under test: the 2D Thomas-Fermi length of one spin-degenerate valley is
#   L = 1/q_TF = a_star/2,  a_star = 4 pi eps0 eps_r hbar^2 / (m e^2),
# for a degenerate, ideally thin electron sheet in linear response.
# Units: nm and eV. C = e^2/(4 pi eps0 eps_r); D = states per eV and nm^2;
# n = sheet density; kF, EF = Fermi wavevector and zero-temperature Fermi energy.
# V = depth of the attractive electron energy around a positive impurity.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, j0, j1

mass, eps_r = 0.067, 12.9
n = 0.01                     # nm^-2, equal to 1e12 cm^-2
well = 10.0                  # nm
alpha = 0.6                  # 1/eV, rough nonparabolicity coefficient
eps_barrier = 12.0           # rough barrier permittivity

C = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r) * 1e9
h2m = sc.hbar**2 / (mass * sc.m_e) / sc.e * 1e18      # hbar^2/m in eV nm^2
D = 1 / (np.pi * h2m)
a_star = h2m / C
q_tf = 2 / a_star
L = 1 / q_tf
kF = np.sqrt(2 * np.pi * n)
EF = h2m * kF**2 / 2

# Density of states: count plane waves in a large periodic box.
box, e_top = 2000.0, 0.1
idx = np.arange(-200, 201)
kx, ky = np.meshgrid(2 * np.pi * idx / box, 2 * np.pi * idx / box)
count = 2 * np.sum(h2m * (kx**2 + ky**2) / 2 < e_top)
D_count = count / (box**2 * e_top)
assert abs(D_count / D - 1) < 3e-3   # rim of the counted disc is ragged


# Screening: finite-difference Poisson equation with induced sheet charge.
def sheet_potential(q, dos):
    h = 0.05
    half = int(round(20 / q / h))
    size = 2 * half + 1
    bands = np.zeros((3, size))
    bands[0, 1:] = 1 / h**2
    bands[2, :-1] = 1 / h**2
    bands[1, :] = -2 / h**2 - q**2
    bands[1, half] -= 4 * np.pi * C * dos / h
    source = np.zeros(size)
    source[half] = -4 * np.pi * C / h
    return solve_banded((1, 1), bands, source)[half]


for q in (0.1, 0.3, 0.5):
    assert abs(sheet_potential(q, 0.0) * q / (2 * np.pi * C) - 1) < 1e-3
    q_found = 2 * np.pi * C / sheet_potential(q, D_count) - q
    assert abs(q_found / q_tf - 1) < 5e-3   # includes the counting error
L_poisson = 1 / (2 * np.pi * C / sheet_potential(0.1, D_count) - 0.1)


# Static polarisation relative to D.
def polarisation(q):
    return 1 - np.sqrt(np.maximum(0.0, 1 - (2 * kF / np.maximum(q, 2 * kF))**2))


def polarisation_integral(q):
    def chord(x):
        return np.sqrt(max(0.0, kF**2 - x**2))
    if q < 2 * kF:
        val = quad(chord, -kF, kF, weight='cauchy', wvar=-q / 2, limit=300)[0]
    else:
        val = quad(lambda x: chord(x) / (x + q / 2), -kF, kF, limit=300)[0]
    return 2 * val / (np.pi * q)


for ratio in (0.4, 1.0, 1.7, 2.5, 4.0):
    q = ratio * kF
    assert abs(polarisation_integral(q) - polarisation(q)) < 1e-4


# Real-space potential: Laplace integral against a direct Hankel transform.
def v_tf(r):
    s = q_tf * r
    val = quad(lambda x: np.exp(-x) * x / (x**2 + s**2)**1.5, 0, 60,
               points=[min(s, 50.0)], limit=300)[0]
    return C * q_tf * val


def hankel(kernel, start, r):
    # A wide Gaussian window makes the oscillating integral converge.
    u = np.linspace(0, 16, 600001)
    q = start + u**2
    window = np.exp(-(q / 40)**2)
    return C * trapezoid(kernel(q) * j0(q * r) * window * 2 * u, u)


for r in (5.0, 20.0):
    direct = hankel(lambda q: q / (q + q_tf), 0.0, r)
    assert abs(direct / v_tf(r) - 1) < 1e-3
r_far = 100 * L
assert abs(v_tf(r_far) * q_tf**2 * r_far**3 / C - 1) < 2e-3


def v_rpa(r):
    def change(q):
        return q / (q + q_tf * polarisation(q)) - q / (q + q_tf)
    return v_tf(r) + hankel(change, 2 * kF, r)


r_linear = brentq(lambda r: v_tf(r) - EF, 0.1, 20)


# Temperature: differentiate the numerical Fermi integral at fixed density.
def density(mu, kT):
    top = max(mu, 0) + 40 * kT
    return D * quad(lambda e: expit((mu - e) / kT), 0, top,
                    limit=300, epsabs=1e-13, epsrel=1e-11)[0]


L_temp, mu_temp = {}, {}
for T in (77, 300):
    kT = sc.k * T / sc.e
    mu = brentq(lambda m: density(m, kT) - n, -0.3, 0.3, xtol=1e-13)
    step = 0.02 * kT
    slope = (density(mu + step, kT) - density(mu - step, kT)) / (2 * step)
    factor = 1 - np.exp(-EF / kT)
    assert abs(slope / (D * factor) - 1) < 2e-4
    L_temp[T], mu_temp[T] = L / factor, mu
kT = sc.k * 300 / sc.e
n_ten_percent = D * kT * np.log(11)      # length 10 percent above L at 300 K
assert abs(1 / (1 - np.exp(-n_ten_percent / (D * kT))) - 1.1) < 1e-9

# Exchange: second difference of the energy built from the exchange hole.
x = np.linspace(1e-6, 400, 400001)
hole = (2 * j1(x) / x)**2


def energy_per_area(dens):
    k = np.sqrt(2 * np.pi * dens)
    hole_integral = trapezoid(hole, x / k)
    return dens**2 / (2 * D) - C * dens**2 / 4 * 2 * np.pi * hole_integral


dn = 0.01 * n
curvature = (energy_per_area(n + dn) - 2 * energy_per_area(n)
             + energy_per_area(n - dn)) / dn**2
exchange_factor = 1 - q_tf / (np.pi * kF)
assert abs(curvature * D - exchange_factor) < 1e-3


# Thickness: form factor of the lowest hard-wall state, two evaluations.
def form_direct(q):
    pts = 1000
    z = (np.arange(pts) + 0.5) * well / pts
    rho = 2 / well * np.sin(np.pi * z / well)**2
    kernel = np.exp(-q * np.abs(z[:, None] - z[None, :]))
    return rho @ kernel @ rho * (well / pts)**2


def form_fourier(q):
    k = np.linspace(-20, 20, 400001)
    u = k * well / (2 * np.pi)
    rho_k = np.sinc(u) + 0.5 * (np.sinc(u - 1) + np.sinc(u + 1))
    return trapezoid(2 * q / (q**2 + k**2) * rho_k**2, k) / (2 * np.pi)


for q in (0.1, kF, 2 * kF):
    assert abs(form_direct(q) - form_fourier(q)) < 1e-4
assert abs(form_direct(1e-4) - 1) < 1e-3
F_kF = form_direct(kF)

# Nonparabolicity: E(1 + alpha E) = hbar^2 k^2/(2m), confinement included.
E1 = h2m * (np.pi / well)**2 / 2
E_total = brentq(lambda e: e * (1 + alpha * e) - E1 - EF, 0, 1)
dos_factor = 1 + 2 * alpha * E_total
de = 1e-5
k2_slope = ((E_total + de) * (1 + alpha * (E_total + de))
            - (E_total - de) * (1 + alpha * (E_total - de))) / (2 * de)
assert abs(k2_slope - dos_factor) < 1e-7
gap = 3 * E1
share = D * kT * np.log1p(np.exp((mu_temp[300] - gap) / kT)) / n

print(f"Mass: {mass} m_e; relative permittivity: {eps_r}")
print(f"Coulomb constant C: {C:.4f} eV nm")
print(f"hbar^2/m: {h2m:.4f} eV nm^2")
print(f"Effective Bohr radius a*: {a_star:.3f} nm")
print(f"Density of states D: {D:.5f} per eV nm^2")
print(f"Density of states D: {D*1e14:.3e} per eV cm^2")
print(f"D from counting states: {D_count:.5f} per eV nm^2")
print(f"Thomas-Fermi wavevector: {q_tf:.4f} 1/nm")
print(f"Thomas-Fermi length L: {L:.3f} nm")
print(f"L in Bohr radii: {L*1e-9/sc.value('Bohr radius'):.2f} a0")
print(f"L from numerical Poisson solution: {L_poisson:.3f} nm")
print(f"Sheet density: {n*1e14:.2e} cm^-2")
print(f"Fermi wavevector kF: {kF:.4f} 1/nm; 2kF: {2*kF:.4f} 1/nm")
print(f"Fermi energy: {EF*1e3:.2f} meV")
print(f"Polarisation/D at q = 4 kF: {float(polarisation(4*kF)):.4f}")
for r in (L, 10.0, 20.0, 50.0):
    print(f"r = {r:.2f} nm: bare {C/r*1e3:.3f} meV, "
          f"Thomas-Fermi {v_tf(r)*1e3:.4f} meV")
for r in (15.0, 20.0, 25.0):
    print(f"r = {r:.0f} nm, 0 K: Thomas-Fermi {v_tf(r)*1e3:.4f} meV, "
          f"random-phase {v_rpa(r)*1e3:.4f} meV")
print(f"Radius where V equals Fermi energy: {r_linear:.2f} nm")
for T in (77, 300):
    print(f"T = {T} K: kT {sc.k*T/sc.e*1e3:.2f} meV, "
          f"chemical potential {mu_temp[T]*1e3:.2f} meV, "
          f"length {L_temp[T]:.3f} nm")
print(f"Density for length 10% above L at 300 K: {n_ten_percent*1e14:.2e} cm^-2")
print(f"Exchange factor on L, 0 K: {exchange_factor:.3f}")
print(f"Length with exchange, 0 K: {L*exchange_factor:.2f} nm")
print(f"Well width: {well:.0f} nm; form factor at kF: {F_kF:.3f}")
print(f"Effective length 1/(q_TF F) at kF: {L/F_kF:.2f} nm")
print(f"Hard-wall ground energy: {E1*1e3:.1f} meV")
print(f"Nonparabolicity coefficient (rough): {alpha} per eV")
print(f"Energy above band edge, nonparabolic: {E_total*1e3:.1f} meV")
print(f"Density-of-states factor, nonparabolic: {dos_factor:.3f}")
print(f"Length with nonparabolicity: {L/dos_factor:.2f} nm")
print(f"Length if permittivity were {eps_barrier:.0f}: {L*eps_barrier/eps_r:.2f} nm")
print(f"Second subband gap, hard wall: {gap*1e3:.0f} meV")
print(f"Second subband share at 300 K: {share*100:.2f} percent")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Mass: 0.067 m_e; relative permittivity: 12.9
Coulomb constant C: 0.1116 eV nm
hbar^2/m: 1.1373 eV nm^2
Effective Bohr radius a*: 10.189 nm
Density of states D: 0.27988 per eV nm^2
Density of states D: 2.799e+13 per eV cm^2
D from counting states: 0.27998 per eV nm^2
Thomas-Fermi wavevector: 0.1963 1/nm
Thomas-Fermi length L: 5.094 nm
L in Bohr radii: 96.27 a0
L from numerical Poisson solution: 5.092 nm
Sheet density: 1.00e+12 cm^-2
Fermi wavevector kF: 0.2507 1/nm; 2kF: 0.5013 1/nm
Fermi energy: 35.73 meV
Polarisation/D at q = 4 kF: 0.1340
r = 5.09 nm: bare 21.912 meV, Thomas-Fermi 5.3769 meV
r = 10.00 nm: bare 11.163 meV, Thomas-Fermi 1.3570 meV
r = 20.00 nm: bare 5.581 meV, Thomas-Fermi 0.2599 meV
r = 50.00 nm: bare 2.233 meV, Thomas-Fermi 0.0214 meV
r = 15 nm, 0 K: Thomas-Fermi 0.5312 meV, random-phase 0.3542 meV
r = 20 nm, 0 K: Thomas-Fermi 0.2599 meV, random-phase 0.3091 meV
r = 25 nm, 0 K: Thomas-Fermi 0.1455 meV, random-phase 0.1588 meV
Radius where V equals Fermi energy: 1.62 nm
T = 77 K: kT 6.64 meV, chemical potential 35.70 meV, length 5.118 nm
T = 300 K: kT 25.85 meV, chemical potential 28.26 meV, length 6.802 nm
Density for length 10% above L at 300 K: 1.73e+12 cm^-2
Exchange factor on L, 0 K: 0.751
Length with exchange, 0 K: 3.82 nm
Well width: 10 nm; form factor at kF: 0.635
Effective length 1/(q_TF F) at kF: 8.02 nm
Hard-wall ground energy: 56.1 meV
Nonparabolicity coefficient (rough): 0.6 per eV
Energy above band edge, nonparabolic: 87.3 meV
Density-of-states factor, nonparabolic: 1.105
Length with nonparabolicity: 4.61 nm
Length if permittivity were 12: 4.74 nm
Second subband gap, hard wall: 168 meV
Second subband share at 300 K: 0.32 percent
ALL CHECKS PASSED
```
